**Four axial bond polarizabilities in a tetrahedral arrangement**

The program tests that four identical axial bond tensors pointing to the corners of a regular tetrahedron add up to $\frac43(\alpha_\parallel+2\alpha_\perp)$ times the unit tensor. Here $\alpha_\parallel$ and $\alpha_\perp$ are the dipoles per unit field for fields along and across a bond. The sum is asserted symbolically with explicit rotations, and numerically for random orientations and bond components. For methane, coupled-perturbed Hartree–Fock theory in the aug-cc-pVDZ basis supplies the bond tensors; the program asserts that they are axial and that their explicit sum agrees with the formula evaluated from one bond. The output gives $\alpha_\parallel=6.6807$ and $\alpha_\perp=2.6663$ bohr³, and a four-bond sum of 16.0178 bohr³. With the carbon core included, the molecular value is 16.0221 bohr³, and separate finite-field calculations give 16.0224 bohr³, within the asserted tolerance of 0.003 bohr³. For rigid bonds in a distorted arrangement, the program also asserts the formula for the resulting anisotropy, which is 2.0072 bohr³ when the angle within each bond pair is 120°.

## Numerical verification

```python
"""
Result under test: four identical axial bond polarizability tensors pointing to
the corners of a regular tetrahedron add up to
    alpha_total = (4/3) * (alpha_par + 2*alpha_perp) * unit tensor.
alpha_par  : dipole per field for a field along the bond
alpha_perp : dipole per field for a field at right angles to the bond
The sum is tested symbolically, numerically in random orientations, and on
methane, where the bond tensors come from coupled-perturbed Hartree-Fock theory.
Hartree atomic units: polarizability in bohr^3.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import null_space
from pyscf import gto, scf, ao2mo, lib

lib.num_threads(1)
unit3 = np.eye(3)
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = corners / np.sqrt(3.0)


def tetrahedral_formula(par, perp):
    return 4 * (par + 2 * perp) / 3


def bond_tensor(n, par, perp):
    """Tensor from its definition: principal values on an orthonormal frame."""
    frame = np.column_stack([n, null_space(n.reshape(1, 3))])
    return frame @ np.diag([par, perp, perp]) @ frame.T


# --- Symbolic test: rotate a bond from the z axis to each corner and add ---
p, q = sp.symbols("p q", real=True)
symbolic_sum = sp.zeros(3, 3)
for corner in corners:
    cx, cy, cz = [int(c) for c in corner]
    cos_t, sin_t = cz / sp.sqrt(3), sp.sqrt(sp.Rational(2, 3))
    cos_f, sin_f = cx / sp.sqrt(2), cy / sp.sqrt(2)
    turn_y = sp.Matrix([[cos_t, 0, sin_t], [0, 1, 0], [-sin_t, 0, cos_t]])
    turn_z = sp.Matrix([[cos_f, -sin_f, 0], [sin_f, cos_f, 0], [0, 0, 1]])
    turn = turn_z * turn_y
    symbolic_sum += turn * sp.diag(q, q, p) * turn.T
difference = symbolic_sum - tetrahedral_formula(p, q) * sp.eye(3)
assert difference.applyfunc(sp.simplify) == sp.zeros(3, 3)

# --- Geometry of the four directions ---
dots = directions @ directions.T
off_dots = dots[~np.eye(4, dtype=bool)]
assert np.allclose(off_dots, -1 / 3, atol=1e-12)
assert np.allclose(directions.sum(axis=0), 0, atol=1e-12)
dyad_sum = np.einsum("ki,kj->ij", directions, directions)
assert np.allclose(dyad_sum, 4 / 3 * unit3, atol=1e-12)

# --- Random orientations and random bond parameters ---
rng = np.random.default_rng(7)
for _ in range(20):
    rotation = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    par, perp = rng.uniform(0.5, 9.0, size=2)
    total = sum(bond_tensor(rotation @ n, par, perp) for n in directions)
    assert np.allclose(total, tetrahedral_formula(par, perp) * unit3, atol=1e-10)

# --- Methane: Hartree-Fock ground state ---
bond_length = 2.06
basis_name = "aug-cc-pvdz"
atoms = [["C", (0.0, 0.0, 0.0)]]
atoms += [["H", tuple(bond_length * n)] for n in directions]
mol = gto.M(atom=atoms, basis=basis_name, unit="Bohr", verbose=0)
repulsion = mol.intor("int2e", aosym="s8")
position_ao = mol.intor("int1e_r")
core_hamiltonian = scf.hf.get_hcore(mol)


def run_scf(field, start=None):
    """Hartree-Fock in a uniform field; an electron has energy +field.r."""
    mf = scf.RHF(mol)
    mf._eri = repulsion
    h = core_hamiltonian + np.einsum("p,pij->ij", field, position_ao)
    mf.get_hcore = lambda *args: h
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 100
    mf.kernel(dm0=start)
    assert mf.converged
    return mf


ground = run_scf(np.zeros(3))
n_occ = mol.nelectron // 2
occ, vir = ground.mo_coeff[:, :n_occ], ground.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]

# --- Coupled-perturbed equations for the first-order orbitals ---
vovo = ao2mo.general(repulsion, (vir, occ, vir, occ), compact=False)
vovo = vovo.reshape(n_vir, n_occ, n_vir, n_occ)
vvoo = ao2mo.general(repulsion, (vir, vir, occ, occ), compact=False)
vvoo = vvoo.reshape(n_vir, n_vir, n_occ, n_occ)
size = n_vir * n_occ
hessian = 4 * vovo - vvoo.transpose(0, 2, 1, 3) - vovo.transpose(0, 3, 2, 1)
hessian = hessian.reshape(size, size)
gaps = ground.mo_energy[n_occ:, None] - ground.mo_energy[None, :n_occ]
hessian = hessian + np.diag(gaps.ravel())
r_vo = np.einsum("ma,pmn,ni->pai", vir, position_ao, occ, optimize=True)
response = np.linalg.solve(hessian, r_vo.reshape(3, size).T).T
response = response.reshape(3, n_vir, n_occ)

# --- Equivalent bond orbitals: valence orbitals closest to the H 1s functions ---
overlap = mol.intor("int1e_ovlp")
h_1s = mol.aoslice_by_atom()[1:, 2]
left, _, right = np.linalg.svd(occ[:, 1:].T @ overlap[:, h_1s])
localize = np.eye(n_occ)
localize[1:, 1:] = left @ right
parts = 4 * np.einsum("pak,qak->kpq", r_vo @ localize, response @ localize)
core_part, bonds = parts[0], parts[1:]

# --- Read both components from the first bond only, then test everything ---
n_first = directions[0]
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
a_par = n_first @ bonds[0] @ n_first
a_perp = across @ bonds[0] @ across
axial_error = max(np.abs(b - bond_tensor(n, a_par, a_perp)).max()
                  for b, n in zip(bonds, directions))
assert axial_error < 1e-4
bond_sum = bonds.sum(axis=0)
predicted = tetrahedral_formula(a_par, a_perp)
sum_error = np.abs(bond_sum - predicted * unit3).max()
assert sum_error < 2e-4
misreading = 4 / 3 * a_par + 2 * a_perp
assert abs(misreading - bond_sum[0, 0]) > 0.1
core_value = np.trace(core_part) / 3
assert np.allclose(core_part, core_value * unit3, atol=1e-4)
molecule = predicted + core_value

# --- Independent check: dipoles in a finite field along a skew direction ---
skew = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
field_strength = 0.001
dipoles = []
for sign in (1, -1):
    density = run_scf(sign * field_strength * skew, ground.make_rdm1()).make_rdm1()
    dipoles.append(-np.einsum("pij,ji->p", position_ao, density))
slope = (dipoles[0] - dipoles[1]) / (2 * field_strength)
along = slope @ skew
sideways = np.linalg.norm(slope - along * skew)
# the cubic response of the dipole leaves an error of order field squared
assert abs(along - molecule) < 3e-3
assert sideways < 3e-3

# --- Distorted arrangement with the same rigid bond tensors ---


def distorted_sum(theta):
    s, c = np.sin(theta), np.cos(theta)
    arms = np.array([[s, 0, c], [-s, 0, c], [0, s, -c], [0, -s, -c]])
    return sum(bond_tensor(n, a_par, a_perp) for n in arms)


for theta in np.radians([35.0, 50.0, 60.0, 75.0]):
    t = distorted_sum(theta)
    expected = (2 - 6 * np.cos(theta) ** 2) * (a_par - a_perp)
    assert abs(t[0, 0] - t[2, 2] - expected) < 1e-10
theta_tet = np.arccos(1 / np.sqrt(3))
assert np.allclose(distorted_sum(theta_tet), predicted * unit3, atol=1e-10)
pair_angle = 120.0
bent = distorted_sum(np.radians(pair_angle / 2))
assert abs(bent[0, 0] - bent[2, 2]) > 1e-2

# --- Output ---
angstrom3 = (constants.physical_constants["Bohr radius"][0] * 1e10) ** 3
print(f"scalar product of two different bond directions: {off_dots[0]:.6f}")
print(f"tetrahedral angle: {np.degrees(np.arccos(off_dots[0])):.4f} degrees")
print(f"diagonal element of the sum of n n^T: {dyad_sum[0, 0]:.6f}")
print(f"methane, Hartree-Fock, basis {basis_name}")
print(f"C-H length (chosen): {bond_length:.2f} bohr")
print(f"total energy: {ground.e_tot:.6f} hartree")
print(f"alpha_par of one C-H bond: {a_par:.4f} bohr^3")
print(f"alpha_perp of one C-H bond: {a_perp:.4f} bohr^3")
print(f"alpha_par - alpha_perp: {a_par - a_perp:.4f} bohr^3")
print(f"alpha_par + 2 alpha_perp: {a_par + 2 * a_perp:.4f} bohr^3")
for k in range(4):
    print(f"bond {k + 1}, direction {corners[k]}/sqrt(3): "
          f"xx {bonds[k, 0, 0]:.4f}, xy {bonds[k, 0, 1]:.4f}, "
          f"xz {bonds[k, 0, 2]:.4f}, yz {bonds[k, 1, 2]:.4f} bohr^3")
print(f"largest deviation of a bond tensor from axial form: {axial_error:.1e} bohr^3")
print(f"four-bond sum from the formula: {predicted:.4f} bohr^3")
print("four-bond sum, explicit xx, yy, zz: "
      + ", ".join(f"{v:.4f}" for v in np.diag(bond_sum)) + " bohr^3")
print(f"largest deviation, explicit sum from formula: {sum_error:.1e} bohr^3")
print(f"misreading (4/3) alpha_par + 2 alpha_perp: {misreading:.4f} bohr^3")
print(f"carbon core contribution: {core_value:.4f} bohr^3")
print(f"molecular polarizability, bonds plus core: {molecule:.4f} bohr^3")
print(f"four-bond sum converted: {predicted * angstrom3:.4f} angstrom^3")
print(f"molecular polarizability converted: {molecule * angstrom3:.4f} angstrom^3")
print(f"finite field strength: {field_strength:.4f} atomic units")
print(f"finite-field polarizability along (1,2,3): {along:.4f} bohr^3")
print(f"finite-field response across (1,2,3): {sideways:.1e} bohr^3")
print(f"distorted model, angle within each bond pair: {pair_angle:.1f} degrees")
print(f"distorted model, xx = yy: {bent[0, 0]:.4f} bohr^3")
print(f"distorted model, zz: {bent[2, 2]:.4f} bohr^3")
print(f"distorted model, xx - zz: {bent[0, 0] - bent[2, 2]:.4f} bohr^3")
print("finished without a failed check")
```

Running it gives:

```
scalar product of two different bond directions: -0.333333
tetrahedral angle: 109.4712 degrees
diagonal element of the sum of n n^T: 1.333333
methane, Hartree-Fock, basis aug-cc-pvdz
C-H length (chosen): 2.06 bohr
total energy: -40.199632 hartree
alpha_par of one C-H bond: 6.6807 bohr^3
alpha_perp of one C-H bond: 2.6663 bohr^3
alpha_par - alpha_perp: 4.0143 bohr^3
alpha_par + 2 alpha_perp: 12.0134 bohr^3
bond 1, direction [1 1 1]/sqrt(3): xx 4.0045, xy 1.3381, xz 1.3381, yz 1.3381 bohr^3
bond 2, direction [ 1 -1 -1]/sqrt(3): xx 4.0045, xy -1.3381, xz -1.3381, yz 1.3381 bohr^3
bond 3, direction [-1  1 -1]/sqrt(3): xx 4.0045, xy -1.3381, xz 1.3381, yz -1.3381 bohr^3
bond 4, direction [-1 -1  1]/sqrt(3): xx 4.0045, xy 1.3381, xz -1.3381, yz -1.3381 bohr^3
largest deviation of a bond tensor from axial form: 2.5e-13 bohr^3
four-bond sum from the formula: 16.0178 bohr^3
four-bond sum, explicit xx, yy, zz: 16.0178, 16.0178, 16.0178 bohr^3
largest deviation, explicit sum from formula: 2.5e-13 bohr^3
misreading (4/3) alpha_par + 2 alpha_perp: 14.2403 bohr^3
carbon core contribution: 0.0042 bohr^3
molecular polarizability, bonds plus core: 16.0221 bohr^3
four-bond sum converted: 2.3736 angstrom^3
molecular polarizability converted: 2.3742 angstrom^3
finite field strength: 0.0010 atomic units
finite-field polarizability along (1,2,3): 16.0224 bohr^3
finite-field response across (1,2,3): 1.4e-05 bohr^3
distorted model, angle within each bond pair: 120.0 degrees
distorted model, xx = yy: 16.6869 bohr^3
distorted model, zz: 14.6797 bohr^3
distorted model, xx - zz: 2.0072 bohr^3
finished without a failed check
```
